# How thick an amorphous layer can regrow before random nucleation, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Front and grains of equal speed

### Definitions and conventions

An amorphous layer of thickness $L$ lies on a single crystal of the same substance. Height $z$ is measured upward from the original interface between them, so the crystal fills $z<0$ and the free surface is at $z=L$. The layer is much wider than it is thick.

Annealing starts at $t=0$. The crystal then grows into the layer, and its planar front climbs at constant speed $v$. Material crystallized in this way continues the lattice of the substrate and is called epitaxial. Without disturbance the front is at height $vt$ at time $t$ and reaches the surface at $t=L/v$.

The disturbance is random nucleation. Small crystals of arbitrary orientation appear in the amorphous material at a rate $I$ per unit volume and unit time, independently of one another. Each grows into a grain that stops where it meets other crystalline material. Material taken by such a grain is called random, and it stays random.

The first model makes these assumptions:

* The temperature is constant, and so are $v$ and $I$, from $t=0$ onward.
* Growth is isotropic, and grains grow at the same speed $v$ as the front.
* A new nucleus has negligible size.
* No nuclei form on the free surface or at the original interface.

Part 2 relaxes the constancy in time, the equality of speeds and the absence of surface nuclei.

Let $P$ be the fraction of the free surface that is epitaxial when regrowth has finished. For a wide layer it equals the probability that a given surface point is epitaxial. The thickness for which this fraction has a chosen value $P$ is written $L_P$. Some such choice is necessary: nucleation is a random process, so no sharp thickness separates success from failure.

### A first estimate

The front needs a time $L/v$ to cross the layer. During that time a grain can grow to a size of order $L$, so a surface point is threatened by nuclei in a volume of order $L^3$ around it. The number of dangerous nuclei is therefore of order

$$
I\times L^3\times\frac{L}{v}=\frac{I L^4}{v}.
$$

Nucleation intervenes when this number is of order one, which gives $L\sim(v/I)^{1/4}$. Three powers of $L$ come from the capture volume and the fourth from the waiting time.

Dimensions lead to the same result. The unit of $v$ is length/time and that of $I$ is $1/(\text{length}^3\,\text{time})$, so $v/I$ has the unit length$^4$. Its fourth root is the one length that can be formed from $v$ and $I$. The argument fails as soon as another independent length or time enters the problem. A second speed leaves the fourth root intact only if the ratio of the speeds is held fixed. The argument also says nothing about the numerical factor. For that, the dangerous nuclei must be counted.

### Who reaches a point first

Take a point $\mathbf r$ at height $z$. The undisturbed front would reach it at time $z/v$. A nucleus born at position $\mathbf r_i$ and time $t_i$, if nothing stood in its way, would reach it at

$$
a_i(\mathbf r)=t_i+\frac{|\mathbf r-\mathbf r_i|}{v}.
$$

These are free arrival times. Two complications could spoil a count based on them. A grain may be blocked on its way by other crystalline material, and nuclei form in amorphous material, whose extent depends on everything that happened before.

Both complications disappear when all speeds are equal. To see this, let nuclei appear at the rate $I$ everywhere in the layer, including places that are already crystalline. The additional nuclei are fictitious. The claim is that the true owner of $\mathbf r$ is the competitor with the smallest free arrival time, the front being one of the competitors, and that this winner is never fictitious.

Let $w$ be the competitor that arrives first at $\mathbf r$ by free arrival times. Its path is the straight line from its source to $\mathbf r$; for the front this is the vertical line from the original interface. Suppose that another competitor $j$ reached some point $\mathbf q$ of this path before $w$ did. From $\mathbf q$, the competitor $j$ could continue along the same line at the same speed $v$ and would reach $\mathbf r$ before $w$. The free arrival time of $j$ at $\mathbf r$ is no later than that of this possibly bent route, because a straight line is the shortest path. Then $j$ would beat $w$ at $\mathbf r$, which contradicts the choice of $w$. So nobody is ahead of $w$ anywhere on its path, and the path is free.

The source of $w$ belongs to this path. It was therefore still amorphous when $w$ was born, so $w$ is a real nucleus or the front. Nothing can arrive earlier than its free arrival time, and the claim follows. Fictitious nuclei may be included in the count without changing the outcome.

### The dangerous region

The point $\mathbf r$ becomes random if at least one nucleus has a free arrival time below $z/v$. With $t=z/v$, the dangerous nuclei are those with

$$
|\mathbf r_i-\mathbf r|<v\,(t-t_i),\qquad 0\le t_i<t .
$$

At birth time $t_i$ this is a ball around $\mathbf r$ of radius $R=v(t-t_i)$. The ball is large for early births and shrinks to nothing at $t_i=t$.

The height $z_i$ of a dangerous nucleus satisfies

$$
z_i\ge z-|\mathbf r_i-\mathbf r|>z-v(t-t_i)=vt_i ,
$$

where the last step uses $z=vt$. Every dangerous nucleus is thus born ahead of the planar front. The ball touches the front plane from above but does not cross it, so the front removes nothing from the dangerous volume.

The remaining question is how probable it is that the region contains no nucleus. Divide the region of space and birth time into small cells of content $\delta V\,\delta t$. Each cell is empty with probability $1-I\,\delta V\,\delta t$, and the cells are independent. The logarithm of the product of these factors is

$$
\sum\ln(1-I\,\delta V\,\delta t)\;\to\;-\int I\,dV\,dt=-N ,
$$

because $\ln(1-x)\to-x$ for small $x$. Here $N$ is the mean number of nuclei in the region. The probability that the point remains epitaxial is therefore $e^{-N}$.

### Simple case: a point deep inside a thick layer

Suppose first that the free surface is so far away that no ball reaches it. The ball volume is $4\pi R^3/3$. Since $R=v(t-t_i)$, we have $dt_i=-dR/v$, and $R$ runs from $vt=z$ down to $0$. Reversing the limits absorbs the minus sign:

$$
N=I\int_0^t\frac{4\pi}{3}v^3(t-t_i)^3\,dt_i
=\frac{I}{v}\int_0^z\frac{4\pi}{3}R^3\,dR
=\frac{\pi}{3}\,\frac{I z^4}{v}.
$$

This has the form of the first estimate, now with its coefficient. As $z\to0$ the epitaxial probability tends to one, since the front arrives before anything can nucleate. At large $z$ the probability falls as the exponential of a fourth power, so the passage from mostly epitaxial to mostly random material is steep but not abrupt.

The largest ball has radius $z$ and extends up to height $2z$. The result therefore holds in a finite layer for $z\le L/2$, and the upper half needs a correction.

### Generalization: the free surface

No nuclei form above $z=L$. Let $d=L-z$ be the depth of the point below the surface. For $R>d$, a cap of height $h=R-d$ protrudes from the layer and must be subtracted. The volume of a cap of height $h$ on a ball of radius $R$ is $\pi h^2(3R-h)/3$, and here $3R-h=2R+d$.

With $w=R-d$ this factor becomes $2w+3d$. The largest value of $w$ is $W=z-d=2z-L$. The integral of the cap volumes is

$$
\int_0^{W}\frac{\pi}{3}w^2(2w+3d)\,dw
=\frac{\pi}{3}\left(\frac{W^4}{2}+dW^3\right)
=\frac{\pi}{6}W^3(W+2d).
$$

Since $W+2d=z+d=L$, the mean number of dangerous nuclei is

$$
N(z)=\frac{I}{v}\left[\frac{\pi}{3}z^4-\frac{\pi}{6}L\,(2z-L)^3\right]
\qquad (z\ge L/2),
$$

and for $z\le L/2$ the second term is absent. The two forms agree at $z=L/2$, where $2z-L=0$.

At the surface, $z=L$, the bracket is $\pi L^4/3-\pi L^4/6$, so that

$$
N(L)=\frac{\pi}{6}\,\frac{I L^4}{v}.
$$

This is half the value for an unbounded layer. The reason is visible in the geometry: a surface point is threatened by half balls.

### Which depth is worst

Two tendencies compete in the upper half of the layer. A higher point waits longer for the front, but more of its surroundings lie outside the layer. To see which wins, put $x=z/L$ and differentiate for $x\ge1/2$:

$$
\frac{v}{\pi I L^4}\frac{dN}{dx}=\frac43x^3-(2x-1)^2\equiv g(x).
$$

The slope of $g$ is

$$
g'(x)=4x^2-4(2x-1)=4(x-1)^2\ge0 ,
$$

and $g(1/2)=1/6>0$. Hence $g$ is positive throughout the upper half. In the lower half $N\propto z^4$ increases as well. The longer wait wins at every height, and the surface is the worst place. A layer designed for an epitaxial fraction $P$ at its surface has at least this fraction at every depth.

For small losses, where $1-e^{-N}\approx N$, the random fraction can also be averaged over the layer. With $\int_{1/2}^1(2x-1)^3dx=1/8$,

$$
\int_0^1N\,dx=\frac{IL^4}{v}\left(\frac{\pi}{15}-\frac{\pi}{48}\right)=\frac{11\pi}{240}\,\frac{IL^4}{v}.
$$

This is $11/40$ of the surface value. In this limit a measurement that averages over depth reports roughly a quarter of the random fraction found at the surface.

### The thickness law

The epitaxial fraction of the surface is

$$
P=\exp\left(-\frac{\pi}{6}\frac{I L^4}{v}\right).
$$

Taking the logarithm gives $\ln(1/P)=\pi I L^4/(6v)$. Solving for $L$ gives

$$
L_P=\left[\frac{6}{\pi}\ln\frac1P\right]^{1/4}\left(\frac{v}{I}\right)^{1/4}.
$$

For $P=1/e$, where on average one dangerous nucleus threatens each surface point, the prefactor is $(6/\pi)^{1/4}=1.176$. For $P=0.99$ it is $0.372$. Reducing the random surface fraction from 63 % to 1 % thus costs a factor of about three in thickness. As $P\to1$ the thickness tends to zero, so no finite layer is wholly safe in this model.

The fourth root also weakens the influence of the material parameters. A tenfold change of $v/I$ changes $L_P$ by the factor $10^{1/4}\approx1.78$. In the other direction the dependence is strong: at fixed $v$ and $I$, doubling the thickness multiplies $\ln(1/P)$ by 16.

### Test against simulated nuclei

The law was tested by placing nuclei at random in a three-dimensional layer of lateral width $20L$ with periodic sides. Nuclei born in already transformed material were rejected, so the simulation does not rely on the argument about fictitious nuclei. It does take the paths of the real grains to be free, which rests on the proof above.

In reduced units, with $v=5$, $I=0.02$ and the thickness that the law assigns to $P=0.5$, the simulated surface fraction was $0.504$. At height $0.8L$ it was $0.661$, where the depth formula gives $0.658$.

The exponent was measured separately with $v=I=1$. Layers of thickness $0.8$ and $1.3$ kept surface fractions of $0.805$ and $0.225$. The exponent of $L$ in $\ln(1/P)$ follows from

$$
\frac{\ln\left[\ln(1/0.225)/\ln(1/0.805)\right]}{\ln(1.3/0.8)} .
$$

With the unrounded fractions its value is $3.98$, against the derived value $4$. The sampling scatter is about $0.004$ in these two fractions and up to about $0.1$ in the exponent, so the test confirms the exponent to that accuracy only.

## Part 2. Delays, slower grains, surfaces and temperature

### Symbols and results carried over

The layer has thickness $L$. The epitaxial front starts at height $z=0$ and moves at speed $v$ toward the free surface at $z=L$. Random nuclei appear at rate $I$ per volume and time. The surface fraction that ends up epitaxial is $P=e^{-N}$, where $N$ is the mean number of nuclei that could reach a surface point before the front does. For grains that grow as fast as the front,

$$
N=\frac{\pi}{6}\frac{I L^4}{v},\qquad
L_P=\left[\frac6\pi\ln\frac1P\right]^{1/4}\left(\frac vI\right)^{1/4}.
$$

With equal speeds, the competitor with the earliest free arrival time owns a point, and nuclei imagined inside transformed material do not alter the result. The dangerous nuclei born at time $t'$ fill a half ball of radius $v(t-t')$ below the surface point, where $t=L/v$.

### Incubation

Nucleation need not start at its steady rate. Small crystalline clusters must first build up to their stationary size distribution. The simplest description has no nucleation before an incubation time $t_0$ and the constant rate $I$ afterward. The front moves from $t=0$ in either case.

If $L\le vt_0$, the front reaches the surface before the first nucleus appears, and $P=1$. For a thicker layer the half balls are summed from $t_0$ onward:

$$
N=I\int_{t_0}^{t}\frac{2\pi}{3}v^3(t-t')^3\,dt'
=\frac{\pi}{6}Iv^3\left(\frac Lv-t_0\right)^4
=\frac{\pi}{6}\frac Iv\,(L-vt_0)^4 .
$$

This is the earlier law with $L$ replaced by $L-vt_0$. The permitted thickness is therefore

$$
L=vt_0+L_P .
$$

The limit $t_0\to0$ restores the previous result. In the opposite limit, $vt_0\gg L_P$, the thickness is nearly $vt_0$ and hardly depends on $I$. The quarter power then describes the smaller of two terms. This is the first place where the scaling fails as a law for the total thickness: $t_0$ is an additional time, and the dimensional argument no longer applies.

The abrupt start is a strong assumption. In a real transient the nucleation rate rises gradually. An incubation time is then often found by extrapolating the late, linear growth of the number of nuclei back to zero. Some nuclei appear before this time, and they have the longest time to grow. If such an extrapolated value is used for $t_0$, the formula overestimates the permitted thickness, and $P$ is below one even for $L\le vt_0$. The worked example gives the difference for one form of gradual start; other forms can give a larger one.

For $v=I=1$, $t_0=0.7$ and the thickness predicted for $P=0.5$, the simulation gave a surface fraction of $0.508$.

For grains as fast as the front and constant rates, the thickness that keeps a chosen epitaxial surface fraction scales as $(v/I)^{1/4}$, and an abrupt incubation time $t_0$ adds $vt_0$ to it. Still to come are slower grains, nuclei on the free surface, temperature and heating ramps, and a worked example for silicon.
